# Doping a Metallic Carbon Nanotube to Its Next Subbands

## Problem

A metallic single-wall carbon nanotube of diameter $d=1$ nm is considered as a short interconnect. Its bond length is $a=0.142$ nm and its nearest-neighbour hopping energy is $t=2.7$ eV, both rough typical values. Electrons are added to the neutral tube at zero temperature, and the bands are assumed not to change as they fill.

(a) Starting from nearest-neighbour hopping on the graphene lattice, find the Dirac subbands of the tube and the energy at which the first subbands above the gapless ones open.

(b) Show that filling the tube up to that energy takes roughly 0.02 electron per carbon atom, and find how this number depends on $d$ and $t$.

(c) What does the doping do to the ballistic conductance?

(d) The Dirac cone is only the leading approximation to the bands. Find the correction for the (12,0) zigzag tube.

(e) How does room temperature change the answer, and could a gate behind an oxide supply the charge?

## Solution

### (a) Subbands

Each atom has three neighbours, at

$$\boldsymbol\delta_1=a(1,0),\qquad \boldsymbol\delta_{2,3}=a\left(-\tfrac12,\pm\tfrac{\sqrt3}{2}\right).$$

Hopping connects the two sublattices only, so the band energies are $E=\pm t|F|$ with $F(\mathbf k)=\sum_l e^{i\mathbf k\cdot\boldsymbol\delta_l}$. At $\mathbf K=(0,\,4\pi/(3\sqrt3a))$ the three terms are $1$, $\omega$ and $\omega^*$, where $\omega=e^{2\pi i/3}$. Their sum is zero, so the bands touch there.

Now set $\mathbf k=\mathbf K+\mathbf p$ and keep first order in $\mathbf p$:

$$F\simeq ia\left[p_x-\tfrac12p_x(\omega+\omega^*)+\tfrac{\sqrt3}{2}p_y(\omega-\omega^*)\right].$$

Since $\omega+\omega^*=-1$ and $\omega-\omega^*=i\sqrt3$,

$$F\simeq \tfrac{3ia}{2}(p_x+ip_y),\qquad E=\pm\hbar v|\mathbf p|,\qquad \hbar v=\tfrac32ta .$$

The point $-\mathbf K$ gives a second valley with the same energies.

On the tube, the Bloch phase around the circumference vector $\mathbf C$, with $|\mathbf C|=\pi d$, must be a multiple of $2\pi$:

$$(\mathbf K+\mathbf p)\cdot\mathbf C=2\pi\times\text{integer}.$$

In a metallic tube $\mathbf K\cdot\mathbf C$ is itself a multiple of $2\pi$. Then $\mathbf p\cdot\mathbf C=2\pi q$ with integer $q$, and the component of $\mathbf p$ around the tube is $2\pi q/(\pi d)=2q/d$. With $k$ the component along the axis,

$$E_q(k)=\pm\hbar v\sqrt{k^2+(2q/d)^2}.$$

The $q=0$ subbands have no gap. The next ones, $q=\pm1$, start at $k=0$ with energy

$$E_1=\frac{2\hbar v}{d}.$$

Here $\hbar v=1.5\times2.7\times0.142=0.575$ eV nm, so $E_1=1.15$ eV above the neutrality point.

### (b) The charge

When the Fermi level reaches $E_1$, the gapless subband is filled up to $k_F$, where $\hbar vk_F=2\hbar v/d$. Thus

$$k_F=\frac2d=2.0\ \text{nm}^{-1}.$$

In each valley the filled part of the upper branch $E=\hbar v|k|$ runs from $-k_F$ to $k_F$. It includes both right- and left-moving states. A tube of length $L$ has $L/(2\pi)$ allowed values of $k$ per unit interval, and spin and valley each give a factor 2. The added charge per length, in electrons, is

$$\lambda=4\cdot\frac{2k_F}{2\pi}=\frac{8}{\pi d}=2.55\ \text{nm}^{-1}.$$

As a check, the Dirac levels of a periodic tube 20 µm long were counted one by one for $|q|\le3$. The count gives 2.5466 electrons per nm, against 2.5465 from the formula.

A graphene cell has area $3\sqrt3a^2/2$ and contains two atoms. The wall area per length is $\pi d$, so the number of atoms per length is

$$N=\pi d\cdot\frac{2}{3\sqrt3a^2/2}=\frac{4\pi d}{3\sqrt3a^2}=119.9\ \text{nm}^{-1}.$$

Dividing,

$$f=\frac{\lambda}{N}=\frac{8}{\pi d}\cdot\frac{3\sqrt3a^2}{4\pi d}
=\frac{6\sqrt3}{\pi^2}\left(\frac ad\right)^2 .$$

The prefactor is 1.053, and for the 1 nm tube

$$f=1.053\times(0.142)^2=0.0212\ \text{electron per atom},$$

or one added electron for about 47 atoms.

The hopping energy has cancelled. A larger $t$ raises the edge, but it also spreads the filled states over a larger energy range in the same proportion. The charge is fixed by $k_F=2/d$, which is pure geometry. The factor $1/d^2$ has two sources: a wider tube has a smaller $k_F$ and more atoms per length. Removing electrons instead gives the same number of holes, because the bands of this model are symmetric about zero energy.

### (c) Conductance

Consider one right-moving channel with perfect contacts and no scattering. A small voltage $V$ fills an extra energy window $eV$. With two spins, the current is

$$I=2e\int\frac{dk}{2\pi}\,\frac1\hbar\frac{dE}{dk}=\frac{2e}{h}\,eV,$$

so each channel contributes $2e^2/h$. Below $E_1$ there is one channel per valley, two in all. The conductance is $4e^2/h$, which is a resistance of 6.45 kΩ, at any doping in this range. Just above $E_1$ the subbands $q=\pm1$ add two channels per valley. The total is then six, with conductance $12e^2/h$, which is a resistance of 2.15 kΩ.

At zero temperature, then, doping short of the edge does not lower the ballistic resistance of a tube whose lowest subbands are gapless. In a long line the resistance also depends on scattering, which doping may change and which is not treated here.

### (d) Beyond the Dirac cone: the (12,0) tube

In an $(n,0)$ tube the axis lies along $\boldsymbol\delta_1$ and the circumference is $\sqrt3na$. The wavenumber around the tube therefore satisfies $\sqrt3ak_y=2\pi j/n$ with integer $j$. Write $\theta=\pi j/n$. The full hopping sum is

$$F=e^{ika}+2e^{-ika/2}\cos\theta,$$

$$|F|^2=1+4\cos\theta\cos\tfrac{3ka}{2}+4\cos^2\theta .$$

For $n=12$ the gapless subbands are $j=8$ and $j=16$, where $\cos\theta=-\tfrac12$:

$$|F|^2=2-2\cos\tfrac{3ka}{2}=4\sin^2\tfrac{3ka}{4},\qquad E=2t\left|\sin\tfrac{3ka}{4}\right|.$$

For the neighbouring subbands $\cos\theta$ is also negative, so $|F|$ is smallest at $k=0$, where it equals $|1+2\cos\theta|$. This is $0.414$ for $j=9$ and $0.482$ for $j=7$. The single Dirac edge has split in two, because the cone is not round at this distance from its tip. This is called trigonal warping.

The lower edge is $0.414t=1.12$ eV. The gapless subbands reach it when

$$\sin\tfrac{3k_Fa}{4}=0.207,\qquad k_F=\frac{0.278}{a}=1.96\ \text{nm}^{-1}.$$

The diameter of this tube is 0.940 nm, so the Dirac value would be $2/d=2.13$ nm$^{-1}$. The charge is proportional to $k_F$ and is therefore 8% below the Dirac value for the same tube: 0.0221 instead of 0.0241 electron per atom. Diagonalizing the tube atom by atom gives the same 0.0221. At this lower edge only $j=9$ and its partner $j=15$ open, so the channel number first rises from two to four.

The same atomistic calculation was made for two other tubes near 1 nm. The charge is 5.5% below the Dirac value for (10,4) and 1.1% below it for the armchair tube (7,7). For the wider armchair tubes (14,14) and (21,21) the difference falls to about 0.3% and 0.1%; further digits in the output are affected by the finite spacing of the $k$ values. For armchair tubes this is close to a $1/d^2$ law. In metallic zigzag tubes the approach is slower. The lower edge lies at $\theta=2\pi/3+\pi/n$, where $|1+2\cos\theta|\simeq\sqrt3\,\frac{\pi}{n}\left(1-\frac{\pi}{2\sqrt3\,n}\right)$, so the difference shrinks only as $1/n$, that is, as $1/d$. In both cases the Dirac formula emerges as the limit of a wide tube.

### (e) Temperature and gating

**Temperature.** Hold the chemical potential $\mu$ at $E_1$ and warm the tube. Let $T$ be the temperature and $k_B$ Boltzmann's constant. The gapless subbands keep their net charge, since electrons minus holes give

$$\int_0^\infty\!\left[\frac{1}{e^{(E-\mu)/k_BT}+1}-\frac{1}{e^{(E+\mu)/k_BT}+1}\right]dE$$

$$=k_BT\ln\frac{1+e^{\mu/k_BT}}{1+e^{-\mu/k_BT}}=\mu ,$$

whatever the temperature. The extra charge sits in the $q=\pm1$ subbands. Near their bottom, expanding the square root gives $E\simeq E_1+\hbar v\,d\,k^2/4$. Two values of $q$, two valleys and two spins make eight subbands, so

$$\Delta\lambda\simeq\frac8\pi\int_0^\infty\frac{dk}{e^{\hbar vdk^2/4k_BT}+1}
=\frac8\pi\sqrt{\frac{4k_BT}{\hbar vd}}\int_0^\infty\frac{du}{e^{u^2}+1}.$$

Expanding the last integrand in powers of $e^{-u^2}$ and integrating term by term gives

$$\frac{\sqrt\pi}{2}\left(1-\frac1{\sqrt2}+\frac1{\sqrt3}-\dots\right)=0.536 .$$

Dividing by $\lambda=8/(\pi d)$,

$$\frac{\Delta\lambda}{\lambda}\simeq1.07\sqrt{\frac{k_BTd}{\hbar v}} .$$

At 300 K, $k_BT=0.02585$ eV and the ratio is 0.23. Integrating the full Dirac subbands numerically also gives 23%, which raises the doping to 0.026 electron per atom. The effect is large although $k_BT$ is only about 2% of $E_1$. It grows as $\sqrt T$, because the density of states diverges at the bottom of a one-dimensional subband. If the charge is held at 0.0212 electron per atom instead, the chemical potential at 300 K is 1.10 eV, about 0.05 eV below the edge.

**Gating.** Spread over the wall, the zero-temperature charge is $\lambda/(\pi d)=8.1\times10^{13}$ electrons/cm², or 13 µC/cm². Treat the tube as a uniformly charged cylinder. By Gauss's law the field at its surface is

$$\mathcal E=\frac{e\lambda}{2\pi\varepsilon_0(d/2)}=\frac{e\lambda}{\pi\varepsilon_0d}=147\ \text{MV/cm}$$

in vacuum. In a surrounding oxide of relative permittivity 3.9, a rough value for silicon dioxide, it is 38 MV/cm. Breakdown of such an oxide is roughly 10 MV/cm. Since the field is proportional to the charge, that limit corresponds to

$$0.0212\times\frac{10}{37.6}=0.0056\ \text{electron per atom}.$$

This is only an indication, because a breakdown field for a uniform film is being applied to a field that falls off within nanometres. Read literally, the field at the wall exceeds that limit by a factor of nearly four. If the oxide begins 0.3 nm outside the carbon wall, the field where it starts is about 24 MV/cm and the factor is about 2.4. These numbers are for an oxide that surrounds the tube. For a tube whose wall lies 0.3 nm above a flat oxide, the field just inside the oxide is the vacuum field times $2/(1+3.9)$, about 37 MV/cm. The strong field is very local: in the surrounding oxide it exceeds 10 MV/cm only within 1.9 nm of the axis, and the potential drops by only about 2.5 V across that shell. The gate voltage is modest. For a coaxial gate at radius $R$ it is $\frac{e\lambda}{2\pi\cdot3.9\,\varepsilon_0}\ln(2R/d)+E_1/e$, about 13 V for 300 nm of oxide; a flat back gate under the same thickness needs about 27 V, an average field below 1 MV/cm. The estimate therefore does not show that a gate cannot supply the charge. It shows that the oxide next to the tube is strongly stressed, and charge may leak into it there and screen the gate. An oxide of higher permittivity lowers the field but tends to break down at a lower field. How much charge a real gate can hold on the tube is not settled here. Dopant atoms or ions close to the wall are another possible source.

### How far the number can be trusted

The bond length and hopping are ordinary values for carbon, and 1 nm is a realistic diameter for a single-wall tube. A doping of 0.02 electron per atom needs only tens of volts on a gate behind thick silicon dioxide, but it puts a local field of two to four times the bulk breakdown value on the oxide next to the tube, so whether a gate can hold it is left open. Real tubes break several of the assumptions. Room temperature raises the required charge by 23% in the Dirac model, and by only about 10% in a tube such as (12,0), where warping splits the edge and fewer subbands open at once. Warping lowers it by 1 to 8% for the three tubes near 1 nm.

Curvature also tilts neighbouring p orbitals against each other. If each hopping is reduced by the cosine of that angle, the charge falls further, from 0.0233 to 0.0222 for (7,7) and from 0.0221 to 0.0198 for (12,0). The same change opens a gap at neutrality in (12,0). There the hoppings along the axis are unchanged and the others are multiplied by $\cos(\pi/12)$, so at $k=0$ the formerly gapless subbands have $|F|=1-\cos(\pi/12)=0.034$, and the gap in this model is $2\times0.034t=0.18$ eV. A long undoped tube would then not conduct at zero temperature, and part (c) applies to it only once it is doped. Through a short one electrons can still tunnel: at the middle of the gap their wave decays over a length of about $2\hbar v/(0.18\ \text{eV})\approx6$ nm, and over a longer distance nearer the gap edges or if the gap is smaller. The armchair tube stays gapless in this model. Mixing with the σ orbitals is left out here. The charges are therefore rough. A tight-binding model with s and p orbitals and common carbon parameters still gives about 0.020 for (12,0), but about 0.024 for (7,7), slightly above the flat value, so the fall for the armchair tube belongs to the cosine model only. The gap comes out a few times too large: that model gives 0.05 to 0.07 eV, and in a real (12,0) tube it is below 0.1 eV. Dopants close to the wall also disturb the bands and scatter electrons, and neither the rigid bands nor the perfect channels of part (c) allow for that. Changes of bond length and many-electron corrections are omitted as well. For tubes near 1 nm the estimates range from about 0.019 electron per atom, for (10,4) with tilted orbitals, to about 0.028, for (7,7) at 300 K with the chemical potential at the edge, which is the sense in which the answer is "roughly 0.02". The numerical output below lists the main values used.

## Calculated quantities

```
bond length: 0.142 nm
hopping: 2.70 eV
tube diameter: 1.00 nm
hbar v: 0.5751 eV nm
Dirac velocity: 8.737e+05 m/s
next subband edge: 1.150 eV
Fermi wavenumber at edge: 2.000 1/nm
added charge, formula: 2.5465 electrons/nm
added charge, level count: 2.5466 electrons/nm
carbon atoms per length: 119.94 1/nm
prefactor of (a/d)^2: 1.0530
doping, Dirac result: 0.02123 electrons/atom
atoms per added electron: 47.1
(7,7) diameter: 0.9492 nm; edge: 1.172 eV
  Dirac formula: 0.02357 electrons/atom
  full hopping bands: 0.02330 electrons/atom
  deviation from Dirac: -1.12 %
  with tilted orbitals: 0.02221 electrons/atom
(10,4) diameter: 0.9778 nm; edge: 1.097 eV
  Dirac formula: 0.02221 electrons/atom
  full hopping bands: 0.02099 electrons/atom
  deviation from Dirac: -5.48 %
  with tilted orbitals: 0.01921 electrons/atom
(12,0) diameter: 0.9395 nm; edge: 1.118 eV
  Dirac formula: 0.02406 electrons/atom
  full hopping bands: 0.02213 electrons/atom
  deviation from Dirac: -7.99 %
  with tilted orbitals: 0.01979 electrons/atom
armchair (7,7) error of Dirac formula: 1.118 %
armchair (14,14) error of Dirac formula: 0.275 %
armchair (21,21) error of Dirac formula: 0.114 %
orbital channels below, above edge (7,7): 2, 6
ballistic resistance below edge: 6.453 kohm
ballistic resistance above edge: 2.151 kohm
temperature: 300 K; thermal energy: 0.02585 eV
doping with mu at edge, warm: 0.02611 electrons/atom
increase due to temperature: 23.0 %
warm mu at the cold charge: 1.098 eV
surface density: 8.106e+13 electrons/cm2
surface charge: 12.99 uC/cm2
surface field in vacuum: 146.7 MV/cm
oxide relative permittivity (rough): 3.9
surface field in oxide: 37.6 MV/cm
oxide breakdown field (rough): 10 MV/cm
doping at oxide breakdown: 0.0056 electrons/atom
```
